Why nonmagnetic grain disorder barely lowers a conventional superconductor's Tc

**The symmetry argument**

Grain boundaries scatter electrons at a rate 1/τ, which introduces an energy ħ/τ. Dimensional analysis allows the transition temperature of a disordered wire to take the form

Tc = Tc0 f(ħ/(τkTc0)),

at fixed density of states and fixed attraction. In a metallic line the argument of f can easily exceed ten, so a strong suppression might be feared. Time reversal prevents it. A static nonmagnetic potential acts equally on both spins, so each exact orbital, however complicated, is available to both spins at the same energy. Electrons can pair in these orbitals instead of in momentum states. If the gap is uniform, τ drops out and f = 1. This is Anderson's theorem. The uniform gap is an assumption, and its cost can be bounded.

**Pairing in exact eigenstates**

Take a lattice with M sites, a uniform on-site attraction U, and a real, spin-independent one-electron Hamiltonian h that contains all the disorder and the Hartree shifts. These shifts are held fixed as the temperature varies. Its real orbitals φ_n(r) have energies ε_n measured from a fixed chemical potential. In this derivation ħ = k = 1.

In mean field the gap is Δ(r) = −U⟨c↓(r)c↑(r)⟩. In the basis (c↑, c↓†) the Hamiltonian matrix is

B = [[h, Δ], [Δ, −h]].

Its Fermi function is f(B) = 1/2 − tanh(B/2T)/2. The off-diagonal part gives ⟨c↓c↑⟩, hence

Δ(r) = (U/2)[tanh(B/2T)]_(r↑,r↓).

At Tc the gap is infinitesimal, so first order suffices. When a matrix with eigenvalues x and y is perturbed, the x–y element of a smooth function g changes by the perturbing element times [g(x) − g(y)]/(x − y). For a power this is the sum over positions of the perturbation, and smooth functions follow by polynomial approximation. Here x = ε_n and y = −ε_m, and tanh is odd. Therefore

Δ(r) = U Σ_r' K(r,r')Δ(r'),

K(r,r') = Σ_nm F_nm φ_n(r)φ_m(r)φ_n(r')φ_m(r'),

F_nm = [tanh(ε_n/2T) + tanh(ε_m/2T)]/[2(ε_n + ε_m)].

Tc is the highest temperature at which the largest eigenvalue Λ of K equals 1/U.

Now insert a uniform gap. Orthonormality, Σ_r' φ_n(r')φ_m(r') = δ_nm, removes every term with n ≠ m. What remains is the row sum

s(r) = Σ_r' K(r,r') = Σ_n φ_n(r)² tanh(ε_n/2T)/(2ε_n).

This is the local density of states weighted by a thermal factor. A uniform gap solves the equation if s(r) is the same at every site.

**What a nonuniform gap does**

K is real and symmetric, so a constant trial vector bounds Λ from below:

Λ ≥ (1/M)Σ_r s(r) = (1/M)Σ_n tanh(ε_n/2T)/(2ε_n).

The right side contains energies and no orbital shapes. Let T_A be the temperature at which it equals 1/U. Since F_nm ≤ 1/(4T), Λ vanishes at high temperature. By continuity it must cross 1/U at or above T_A, so Tc ≥ T_A.

Time reversal also supplies an upper bound. With ω = (2j+1)πT, partial fractions and the sum TΣ_ω 1/(iω − ε) = −tanh(ε/2T)/2 give

F_nm = T Σ_ω 1/[(iω − ε_n)(−iω − ε_m)].

For real orbitals the Green function G(r,r';iω) = Σ_n φ_n(r)φ_n(r')/(iω − ε_n) obeys G(−iω) = G(iω)*. Hence

K(r,r') = T Σ_ω |G(r,r';iω)|² ≥ 0.

Let v be the eigenvector belonging to Λ and r₀ the site where |v| is largest. Then

Λ|v(r₀)| ≤ Σ_r' K(r₀,r')|v(r')| ≤ s(r₀)|v(r₀)|.

So Λ cannot exceed the largest row sum. With h fixed, each s(r) falls as the temperature rises. If T_up is the temperature at which the largest one equals 1/U, then

T_A ≤ Tc ≤ T_up.

When s(r) is uniform at T_A, the bounds meet and Tc = T_A. Otherwise the gap adapts to favourable sites, and within this mean-field model that can only hold Tc at or above T_A. Disorder can still lower T_A itself by changing the energy spectrum.

**A lattice demonstration**

Consider a periodic 11 × 13 lattice with hopping t, U = 2.5t and chemical potential −1.0t. Site energies, taken to include the fixed Hartree shifts, are drawn from a box of full width W and shifted to zero mean. U and the chemical potential are held fixed, and results are averaged over three realizations.

- Clean: T_A = Tc = 0.257t. A much larger clean lattice gives 0.256t.
- W = 1.2t: T_A = 0.253t, Tc = 0.261t, T_up = 0.336t. The gap varies by 17.5% rms relative to its mean.
- W = 3.0t: T_A = 0.231t, Tc = 0.268t, T_up = 0.379t. The gap varies by 39%.

At W = 3.0t the altered spectrum lowers T_A by 10% from the clean value, yet the nonuniform gap more than makes up the loss and Tc ends 4% above clean. At fixed chemical potential the filling also rises with disorder, so this is not a comparison at fixed electron number. With three small samples as well, a rise of this size should not be read as a general law. Nor is it a prediction for a film, because mean-field theory omits the phase fluctuations that can destroy coherence between strong and weak regions.

To see that time reversal is responsible, give the W = 1.2t potential opposite signs for the two spins. The spin-up spectrum is then identical to that of the nonmagnetic case, but φ_n is no longer a spin-down eigenstate. For spin-up states within 0.5t of the chemical potential, the best spin-down partner has a mean squared overlap of 0.24 on this lattice, where time reversal would give 1. The value depends on size and falls further on larger lattices, where the levels lie closer together. A uniform pairing field now connects states of unequal energy. For energies ε and −ε, for example, the weight is F = sech²(ε/2T)/(4T), smaller than the matched-pair value tanh(ε/2T)/(2ε). Tc drops to 0.201t, which is 22% below clean.

**From the lattice to a metal line**

In a metal, restrict the attraction g to exact eigenstates within the phonon energy ħω_D of the Fermi level. If the density of states per spin, N, is constant there and λ = gN, the uniform-gap condition becomes

1/λ = ∫₀^(ħω_D) tanh(ε/2kTc)/ε dε.

No scattering time appears. For ħω_D ≫ kTc, integration by parts with ∫₀^∞ ln x sech²x dx = ln(π/4) − γ gives

1/λ = ln[(2e^γ/π)ħω_D/(kTc)],

where γ = 0.577 is Euler's constant. Differentiating,

δTc/Tc = (1/λ)(δλ/λ).

The theorem removes τ but leaves this strong sensitivity to N and g.

As an example take a vanadium line 20 nm thick with 20 nm grains. Rough material inputs are Tc0 = 5.4 K, a Debye temperature of 380 K, a Fermi velocity v = 2×10⁵ m/s and 130 states/(eV nm³) for both spins. The density of states is a band value, while the velocity is close to the mass-renormalized one; the density implied by the specific heat is about twice as large, so the resistivity, sheet resistance and level spacing below are uncertain by a factor of two. The mean free path is set to ℓ = 10 nm. Then

τ = ℓ/v = 50 fs, ħ/τ = 13.2 meV, kTc0 = 0.465 meV.

The ratio is 28, and ℓ is well below the clean coherence length of 51 nm. The line is therefore dirty, yet the theorem leaves Tc at 5.4 K. The fitted coupling is λ = 0.228, so 1/λ = 4.4 and a 1% loss of N costs about 4.4% of Tc.

**Gap anisotropy: the first correction**

Suppose the gap depends on direction as Δφ(k), with φ = 1 + a and ⟨a⟩ = 0 over the Fermi surface, and let the attraction have the same separable form. Treat isotropic scattering in the Born approximation, with Γ = ħ/(2τ) and ω now an energy. Scattering changes |ω| to |ω| + Γ and the gap to Δφ + Γ⟨F⟩, where F is their ratio. Both changes have the same strength because both partners feel the same potential. Thus

(|ω| + Γ)F = Δφ + Γ⟨F⟩.

Averaging over direction cancels Γ⟨F⟩ and gives ⟨F⟩ = Δ/|ω|. Substituting back,

F = Δ[1/|ω| + a/(|ω| + Γ)],

⟨φF⟩ = Δ[1/|ω| + ⟨a²⟩/(|ω| + Γ)].

The uniform part has lost Γ, which is the theorem again. Only the anisotropic part is damped. The gap equation sums ⟨φF⟩/Δ over frequencies, with πkT Σ_ω 1/|ω| = constant − ln T at a fixed energy cutoff. Equating the clean sum at Tc0 to the dirty sum at Tc gives

(1 + ⟨a²⟩) ln(Tc0/Tc) = ⟨a²⟩ Σ_(j≥0) [1/(j+½) − 1/(j+½+Γ/(2πkTc))].

The last sum converges and has been extended to infinity, which requires a cutoff well above Γ. For the vanadium line ħω_D is about 5Γ, and the tail beyond the cutoff is less than a tenth of the sum. The sum is a difference of digamma functions ψ, so

ln(Tc0/Tc) = χ[ψ(½ + ħ/(4πkTcτ)) − ψ(½)], χ = ⟨a²⟩/(1 + ⟨a²⟩).

With an assumed ⟨a²⟩ = 0.01, the line's Tc falls to 5.25 K, a drop of 2.7%. Grain boundaries are not isotropic weak scatterers, so this only sizes the effect.

The opposite limit is a gap that averages to zero. Then ⟨F⟩ = 0, nothing restores the damped amplitude, and χ = 1. As Tc → 0, ψ(x) → ln x, and with ψ(½) = −γ − 2 ln 2 the critical scattering is

ħ/τ = πe^(−γ)kTc0 = 0.82 meV.

At the same Tc0 and velocity this corresponds to a mean free path of 160 nm. The vanadium line, with ℓ = 10 nm, scatters 16 times too strongly for such a superconductor to survive.

**Other effects in the line**

*Density of states.* Vanadium's Fermi level lies in a d band, where N varies with energy. As an illustration, treat all of N as one Lorentzian peak centred at the Fermi level, with half-width w = 0.30 eV. Scattering broadens it by Γ = 6.6 meV and lowers its height by the factor w/(w + Γ), a loss of 2.1%. At fixed g, the sensitivity above predicts δTc/Tc ≈ −4.4 × 0.021, or about −9%. Solving the gap equation with the full peak gives −9.1%, or 4.9 K. A narrower peak would cost more, a broad background less. The width and the broadening must be taken in the same picture: if w is a band-structure width, the matching unrenormalized Γ at the same ℓ is about twice as large, and so is the loss. For such a peak the fractional loss of Tc is roughly ħ/(2τλw) when this is small, so even a peak much wider than ħ/τ can matter.

*Coulomb repulsion.* Diffusing electrons screen each other less well. The established two-dimensional flow equation, quoted here and not derived, is dg/dl = g² − r/2. In it g is the running dimensionless attraction, l the logarithm of decreasing energy, and r = e²R/(2π²ħ) for sheet resistance R. Starting from g = 1/L with L = ln(ħ/(τkTc0)), the divergence that marks Tc is delayed by

∫₀^L dx/(1 − rx²/2) − L ≈ rL³/6,

where x = 1/g. For R = 3.6 Ω this lowers Tc by about 0.03%. The diffusion length at energy E, √(ħD/E) with diffusivity D = vℓ/3, is 31 nm at kTc0 but falls below the thickness above about 2.4kTc0. The two-dimensional equation therefore covers only part of the range, and it also assumes a line much wider than 31 nm. The figure is only a rough estimate of size.

*Grain size.* A 20 nm grain has a level spacing of 1.9 μeV per spin, far below kTc0, so discrete levels are unimportant here.

**Comparison with real lines, and what to do**

The model's residual resistivity, 7.2 μΩ cm within a factor of two, is of the order found in moderately clean vanadium films. The coupling 0.228 is a net value fitted to Tc0; vanadium's electron–phonon coupling is larger, and strong-coupling corrections are omitted. Real lines can also break the assumption of fixed N and g, for example when boundaries collect oxygen and other impurities. The peak estimate shows how much a 2% loss of N matters: the margin above 4.2 K shrinks from 1.2 K to 0.7 K. Even without that loss, the calculated gap at 4.2 K is 0.61 meV, against 0.82 meV at zero temperature.

For a conventional superconductor with a nearly isotropic gap, a density of states that broadening by scattering hardly changes anywhere within ħω_D of the Fermi level, low sheet resistance and well-connected grains, enlarging the grains solely to raise Tc should therefore bring little. It may still be worthwhile for normal-state resistance. If Tc falls by much more than the few percent expected from weak anisotropy (⟨a²⟩ near 0.01), look first at composition, strain, magnetic impurities, the density of states and, in a line thinner than its coherence length, normal or degraded surface and interface layers. Measuring Tc and residual resistivity on the same line helps: a large Tc loss at modest resistivity points away from ordinary potential scattering, unless N has a pronounced peak near the Fermi level or the gap is strongly anisotropic. The calculated values are collected in the numerical output below.

Calculated quantities

```
LATTICE MODEL (energies in hopping t)
lattice 11 x 13, attraction U = 2.5 t
chemical potential = -1.0 t, realizations = 3
clean Tc = 0.2571 t; T_A = 0.2571 t
clean Tc, large lattice = 0.2560 t
weak disorder, full box width = 1.2 t
  mean T_A = 0.2532 t; mean Tc = 0.2613 t
  mean T_up = 0.3362 t
  gap rms variation / mean = 17.5 %
  Tc change from clean = 1.63 %
strong disorder, full box width = 3.0 t
  mean T_A = 0.2313 t; mean Tc = 0.2683 t
  mean T_up = 0.3792 t
  gap rms variation / mean = 38.6 %
  Tc change from clean = 4.37 %
spin-opposite disorder, width 1.2 t: Tc = 0.2011 t
  change from clean = -21.8 %
  mean best partner overlap squared = 0.244
largest kernel test error = 1.6e-06
VANADIUM LINE (rough material inputs)
Tc0 = 5.4 K; Debye temperature = 380 K
Fermi velocity = 2.0e+05 m/s; mean free path = 10.0 nm
thickness = 20.0 nm; grain size = 20.0 nm
density of states, both spins = 130 /(eV nm^3)
effective coupling = 0.2283
inverse coupling = 4.379
scattering time = 50.0 fs
hbar/tau = 13.16 meV; k Tc0 = 0.4653 meV
ratio hbar/(tau k Tc0) = 28.3
gap at 0 K = 0.821 meV
gap at 4.2 K = 0.609 meV
clean coherence length = 51.0 nm
resistivity = 7.20 microohm cm
sheet resistance = 3.60 ohm
thermal diffusion length at Tc0 = 30.7 nm
NEGLECTED EFFECTS, each alone
mean square anisotropy = 0.01: Tc = 5.252 K
  change = -2.74 %
DOS peak half-width = 0.3 eV: Tc = 4.907 K
  change = -9.13 %
  peak height change = -2.15 %
Coulomb estimate: Tc change = -0.0276 %
grain level spacing, one spin = 1.92 microeV
zero-average gap: critical hbar/tau = 0.821 meV
  critical mean free path = 160 nm
```
